**CEPA pair shifts tested against operators in Fock space**

CEPA(1), (2) and (3) replace the quadratic terms of CCD by $-\Delta_{ij}t_{ij}^{ab}$, with $\Delta_{ij}=\frac12(e_i+e_j)$, $\varepsilon_{ij}$ and $e_i+e_j-\varepsilon_{ij}$. Here $t_{ij}^{ab}$ are the doubles amplitudes, $\varepsilon_{ij}$ is a pair energy and $e_i=\sum_k\varepsilon_{ik}$. For random amplitudes the program asserts that the four connected quadratic terms and the 18-product quadruple coefficient agree with direct operator action, and that the same-pair parts give the three shifts. For two electrons it asserts that all three methods equal doubles CI, and full CI when singles vanish by symmetry. For two uncoupled Hubbard dimers it asserts exact energies with localized orbitals and the closed formula after 45° mixing. For coupled dimers it asserts that CCD, CEPA(0) and the uncut terms give the same energy at four mixing angles, while CEPA(1), (2) and (3) do not. The output shows CEPA(2) varying most with the angle in both unequal-dimer examples, and a spin impurity in the spin-orbital forms of CEPA(2) and CEPA(3) used here that is absent in CEPA(1).

## Verification by program

```python
"""
Result under test: the coupled-electron-pair approximations CEPA(1), (2), (3)
replace the quadratic terms of coupled-cluster doubles (CCD) by -Delta_ij t_ij^ab,
    CEPA(1): Delta_ij = (e_i + e_j)/2
    CEPA(2): Delta_ij = eps_ij
    CEPA(3): Delta_ij = e_i + e_j - eps_ij
These are exact in the doubles space for two electrons, but the energy
depends on the choice of occupied orbitals.
Symbols: i,j,k,l occupied and a,b,c,d empty spin orbitals; t_ij^ab amplitudes;
eps_ij = (1/2) sum_cd <ij||cd> t_ij^cd pair energy; e_i = sum_k eps_ik.
Models: Hubbard sites, hopping t = 1 is the unit of energy.
Every reference value comes from operators in the full Fock space.
"""
from itertools import combinations, product
import numpy as np


def annihilators(n_modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity, one = np.diag([1.0, -1.0]), np.eye(2)
    ops = []
    for m in range(n_modes):
        mat = np.eye(1)
        for q in range(n_modes):
            mat = np.kron(mat, parity if q < m else lower if q == m else one)
        ops.append(mat)
    return ops


class Lattice:
    """H = hopping + sum U (n_up-1/2)(n_down-1/2) + V sum n_m n_(m+1)."""

    def __init__(self, hop, U, V=0.0):
        n = len(U)
        self.c = annihilators(2 * n)
        occ = [np.diag(op.T @ op) for op in self.c]
        self.count = np.rint(sum(occ)).astype(int)
        diag = sum(U[m] * (occ[2*m] - 0.5) * (occ[2*m+1] - 0.5) for m in range(n))
        for m in range(n - 1):
            diag = diag + V * (occ[2*m] + occ[2*m+1]) * (occ[2*m+2] + occ[2*m+3])
        self.H = np.diag(diag)
        for m, k in product(range(n), repeat=2):
            if hop[m, k] != 0.0:
                for s in (0, 1):
                    self.H = self.H + hop[m, k] * self.c[2*m+s].T @ self.c[2*k+s]
        self.spin_raise = sum(self.c[2*m].T @ self.c[2*m+1] for m in range(n))

    def full_ci(self, n_electrons):
        idx = np.flatnonzero(self.count == n_electrons)
        return np.linalg.eigvalsh(self.H[np.ix_(idx, idx)])[0]


class Doubles:
    """Reference determinant, its double excitations and the pair methods."""

    def __init__(self, lattice, orbitals, n_filled):
        n = orbitals.shape[0]
        self.lattice = lattice
        op = [sum(orbitals[m, p] * lattice.c[2*m+s] for m in range(n))
              for p in range(n) for s in (0, 1)]
        self.o, self.v = 2 * n_filled, 2 * (n - n_filled)
        o, H = self.o, lattice.H
        ref = np.zeros(H.shape[0])
        ref[0] = 1.0
        for p in reversed(range(o)):
            ref = op[p].T @ ref
        self.ref = ref
        self.remove = {(i, j): op[j] @ op[i] for i, j in combinations(range(o), 2)}
        self.create = {(a, b): op[o+a].T @ op[o+b].T
                       for a, b in combinations(range(self.v), 2)}
        self.labels = [h + p for h in self.remove for p in self.create]
        self.index = tuple(np.array(self.labels).T)
        self.states = np.array([self.create[x[2:]] @ (self.remove[x[:2]] @ ref)
                                for x in self.labels]).T
        self.E0 = ref @ H @ ref
        self.coupling = self.states.T @ (H @ ref)
        self.L = self.states.T @ H @ self.states - self.E0 * np.eye(len(self.labels))
        self.L_inverse = np.linalg.inv(self.L)
        self.W = self.unpack(self.coupling)
        self.singles = max(abs(ref @ H @ (op[o+a].T @ (op[i] @ ref)))
                           for i in range(o) for a in range(self.v))

    def unpack(self, t):
        T = np.zeros((self.o, self.o, self.v, self.v))
        i, j, a, b = self.index
        T[i, j, a, b], T[j, i, b, a] = t, t
        T[j, i, a, b], T[i, j, b, a] = -t, -t
        return T

    def excite(self, t, vector):
        result = np.zeros_like(vector)
        for amp, x in zip(t, self.labels):
            result += amp * (self.create[x[2:]] @ (self.remove[x[:2]] @ vector))
        return result

    def ladder_and_hole(self, T, S):
        """Bilinear forms: T is contracted over its particles, S keeps a,b."""
        inner = np.einsum('klcd,ijcd->klij', self.W, T)
        ladder = 0.25 * np.einsum('klij,klab->ijab', inner, S)
        X = 0.5 * np.einsum('klcd,jlcd->kj', self.W, T)
        half = -np.einsum('kj,ikab->ijab', X, S)
        return ladder, half - half.transpose(1, 0, 2, 3)

    def quadratic_terms(self, t):
        T = self.unpack(t)
        ladder, hole = self.ladder_and_hole(T, T)
        inner = np.einsum('klcd,ikac->ldia', self.W, T)
        ring = np.einsum('ldia,jlbd->ijab', inner, T)
        ring = ring - ring.transpose(1, 0, 2, 3)
        Y = 0.5 * np.einsum('klcd,klbd->cb', self.W, T)
        part = -np.einsum('ijac,cb->ijab', T, Y)
        part = part - part.transpose(0, 1, 3, 2)
        return [x[self.index] for x in (ladder, ring, hole, part)]

    def pair_energies(self, t):
        return 0.5 * np.einsum('ijcd,ijcd->ij', self.W, self.unpack(t))

    def shifts(self, t, variant):
        eps = self.pair_energies(t)
        e = eps.sum(axis=1)
        both = e[:, None] + e[None, :]
        return {0: 0.0 * eps, 1: 0.5 * both, 2: eps, 3: both - eps}[variant]

    def quadratic_part(self, method, t):
        if method.startswith('CEPA'):
            delta = self.shifts(t, int(method[5]))
            return -delta[self.index[0], self.index[1]] * t
        ladder, ring, hole, part = self.quadratic_terms(t)
        if method == 'CCD':
            return ladder + ring + hole + part
        return {'uncut(1)': 0.5 * hole, 'uncut(2)': -ladder,
                'uncut(3)': ladder + hole}[method]

    def solve(self, method):
        t = -self.L_inverse @ self.coupling
        for _ in range(4000):
            new = -self.L_inverse @ (self.coupling + self.quadratic_part(method, t))
            change = np.max(np.abs(new - t))
            t = 0.5 * (t + new)
            if change < 1e-12:
                return self.coupling @ t, t
        raise RuntimeError('no convergence: ' + method)

    def cid(self):
        top = np.concatenate([[0.0], self.coupling])
        body = np.column_stack([self.coupling, self.L])
        return np.linalg.eigvalsh(np.vstack([top, body]))[0]


def chain(*bonds):
    return -np.diag(bonds, 1) - np.diag(bonds, -1)


def mix_occupied(orbitals, degrees):
    c, s = np.cos(np.radians(degrees)), np.sin(np.radians(degrees))
    out = orbitals.copy()
    out[:, :2] = orbitals[:, :2] @ np.array([[c, -s], [s, c]])
    return out


CEPA = ['CEPA(1)', 'CEPA(2)', 'CEPA(3)']
UNCUT = ['uncut(1)', 'uncut(2)', 'uncut(3)']
rng = np.random.default_rng(7)

# --- algebra of the quadratic terms, random amplitudes, four electrons
test_hop = chain(1.0, 0.8, 1.1)
test_lattice = Lattice(test_hop, [1.0, 1.2, 0.8, 1.0], V=0.5)
test_orbitals = np.linalg.eigh(test_hop)[1]
four = Doubles(test_lattice, test_orbitals, 2)
t = 0.3 * rng.standard_normal(len(four.labels))
T = four.unpack(t)
energy = four.coupling @ t
half_square = 0.5 * four.excite(t, four.excite(t, four.ref))
from_quadruples = four.states.T @ (test_lattice.H @ half_square)
connected = from_quadruples - energy * t
diagram_error = np.max(np.abs(connected - sum(four.quadratic_terms(t))))
assert diagram_error < 1e-11

# the coefficient of a quadruple excitation as explicit signed products
splits = []
for first in combinations(range(4), 2):
    order = first + tuple(x for x in range(4) if x not in first)
    splits.append((np.linalg.det(np.eye(4)[list(order)]), order))
n_products = len(splits)**2 // 2
for n, (i, j, a, b) in enumerate(four.labels):
    k, l = [x for x in range(4) if x not in (i, j)]
    c, d = [x for x in range(4) if x not in (a, b)]
    hs, ps = (i, j, k, l), (a, b, c, d)
    coefficient = 0.0
    for (sh, p), (sp, q) in product(splits, repeat=2):
        coefficient += 0.5 * sh * sp * (T[hs[p[0]], hs[p[1]], ps[q[0]], ps[q[1]]]
                                        * T[hs[p[2]], hs[p[3]], ps[q[2]], ps[q[3]]])
    assert abs(from_quadruples[n] - four.W[k, l, c, d] * coefficient) < 1e-11

# same-pair parts of ladder and hole terms against the three shifts
for i, j in four.remove:
    only = np.zeros_like(T)
    only[i, j], only[j, i] = T[i, j], T[j, i]
    ladder, hole = four.ladder_and_hole(T, only)
    sharing = sum(four.W[x] * T[x] for x in four.labels if {i, j} & set(x[:2]))
    assert abs(sharing - four.shifts(t, 3)[i, j]) < 1e-11
    for variant, kept in ((1, 0.5 * hole), (2, -ladder), (3, ladder + hole)):
        expected = -four.shifts(t, variant)[i, j] * T[i, j]
        assert np.allclose(kept[i, j], expected, atol=1e-11)

# --- two electrons on four sites: exact in the doubles space, singles missing
two = Doubles(test_lattice, test_orbitals, 1)
t = 0.3 * rng.standard_normal(len(two.labels))
ladder, ring, hole, part = two.quadratic_terms(t)
assert np.max(np.abs(two.excite(t, two.excite(t, two.ref)))) < 1e-12
assert np.allclose(ladder + hole, -(two.coupling @ t) * t, atol=1e-11)
assert np.allclose(ring + part, 0.0, atol=1e-11) and np.max(np.abs(ring)) > 1e-3
two_cid = two.cid()
two_fci = test_lattice.full_ci(2) - two.E0
two_energy = {m: two.solve(m)[0] for m in ['CEPA(0)', 'CCD'] + CEPA + UNCUT}
for m in ['CCD'] + CEPA + UNCUT:
    assert abs(two_energy[m] - two_cid) < 1e-9
assert abs(two_energy['CEPA(0)'] - two_cid) > 1e-5
assert two.singles > 1e-3 and two_cid - two_fci > 1e-5

print('Energies in units of the hopping t; correlation energies unless stated')
print(f'products in one quadruple coefficient: {n_products}')
print(f'largest error of the four quadratic diagrams: {diagram_error:.1e}')
print('Two electrons, 4 sites, hoppings 1, 0.8, 1.1; U = 1, 1.2, 0.8, 1; V = 0.5')
for m in ['CEPA(0)'] + CEPA:
    print(f'  {m}: {two_energy[m]:.6f}')
print(f'  CID: {two_cid:.6f}   full CI: {two_fci:.6f}')

# --- single dimers: singles vanish by symmetry, so full CI is reached
U_pair = (1.0, 3.0)
bond = np.array([[1.0, 1.0], [1.0, -1.0]]) / np.sqrt(2.0)
dimer_exact = []
print('Single dimers, t = 1')
for U in U_pair:
    lattice = Lattice(chain(1.0), [U, U])
    dimer = Doubles(lattice, bond, 1)
    exact = lattice.full_ci(2) - dimer.E0
    assert dimer.singles < 1e-12
    assert abs(exact - (2.0 - np.sqrt(4.0 + U**2 / 4.0))) < 1e-10
    for m in CEPA:
        assert abs(dimer.solve(m)[0] - exact) < 1e-9
    linear = dimer.solve('CEPA(0)')[0]
    assert abs(linear + U**2 / 16.0) < 1e-10
    dimer_exact.append(exact)
    print(f'  U = {U:.0f}, K = {U/2:.1f}: full CI = CEPA(1,2,3) = {exact:.6f},'
          f' CEPA(0) = {linear:.6f}')

# --- two uncoupled dimers, occupied orbitals mixed by an angle
local = np.zeros((4, 4))
local[:2, 0], local[2:, 1] = bond[:, 0], bond[:, 0]
local[:2, 2], local[2:, 3] = bond[:, 1], bond[:, 1]
angles = [0.0, 15.0, 30.0, 45.0]


def scan(lattice, orbitals, methods):
    table = {m: [] for m in methods}
    for angle in angles:
        problem = Doubles(lattice, mix_occupied(orbitals, angle), 2)
        assert problem.singles < 1e-11
        for m in methods:
            table[m].append(problem.solve(m)[0])
    return table, problem


methods = ['CEPA(0)', 'CCD'] + CEPA + UNCUT
pair_lattice = Lattice(chain(1.0, 0.0, 1.0), [1.0, 1.0, 3.0, 3.0])
table, mixed = scan(pair_lattice, local, methods)
pair_fci = pair_lattice.full_ci(4) - mixed.E0
assert abs(pair_fci - sum(dimer_exact)) < 1e-10
for m in CEPA:
    assert abs(table[m][0] - pair_fci) < 1e-9
    assert abs(table[m][-1] - pair_fci) > 1e-3
for m in ['CCD'] + UNCUT:
    assert np.max(np.abs(np.array(table[m]) - pair_fci)) < 1e-9
assert np.ptp(table['CEPA(0)']) < 1e-9
mean_K2 = np.mean([(U / 2.0)**2 for U in U_pair])
closed = {}
for m, lam in zip(CEPA, (1.0, 0.5, 1.5)):
    closed[m] = 2.0 * (2.0 - np.sqrt(4.0 + lam * mean_K2)) / lam
    assert abs(closed[m] - table[m][-1]) < 1e-9

print('Two uncoupled dimers, U = 1 and 3; mixing angle 0, 15, 30, 45 degrees')
for m in ['CEPA(0)', 'CCD'] + CEPA:
    print(f'  {m:8s}' + ''.join(f'{x:11.6f}' for x in table[m]))
print(f'  full CI: {pair_fci:.6f}   CID: {mixed.cid():.6f}')
print(f'  mean K^2: {mean_K2:.4f} t^2')
for m in CEPA:
    print(f'  {m} closed form at 45 degrees: {closed[m]:.6f}'
          f'  error against full CI: {closed[m]-pair_fci:.6f}')

# opposite-spin pairs: spin orbitals 0,1 = first orbital; 2,3 = second orbital
print('  Opposite-spin pairs (11, 12, 22): pair energies, then shifts')
for angle in (0.0, 45.0):
    problem = Doubles(pair_lattice, mix_occupied(local, angle), 2)
    for variant, m in enumerate(CEPA, start=1):
        amp = problem.solve(m)[1]
        eps, delta = problem.pair_energies(amp), problem.shifts(amp, variant)
        places = ((0, 1), (0, 3), (2, 3))
        print(f'  {angle:2.0f} deg {m}:' + ''.join(f'{eps[x]:10.5f}' for x in places)
              + ' |' + ''.join(f'{delta[x]:10.5f}' for x in places))

# --- identical dimers: the matrix X is a multiple of the unit matrix
twin_lattice = Lattice(chain(1.0, 0.0, 1.0), [3.0] * 4)
twin, _ = scan(twin_lattice, local, CEPA)
assert np.ptp(twin['CEPA(1)']) < 1e-9
assert np.ptp(twin['CEPA(2)']) > 1e-3 and np.ptp(twin['CEPA(3)']) > 1e-3
print('Two identical uncoupled dimers, U = 3: energies at 0 and 45 degrees')
for m in CEPA:
    print(f'  {m}: {twin[m][0]:.6f}  {twin[m][-1]:.6f}')

# --- coupled dimers: a general closed-shell case
inner_hop = 0.4
coupled_hop = chain(1.0, inner_hop, 1.0)
coupled_lattice = Lattice(coupled_hop, [1.0, 1.0, 3.0, 3.0])
canonical = np.linalg.eigh(coupled_hop)[1]
canonical = canonical * np.sign(canonical[0])
table, last = scan(coupled_lattice, canonical, methods)
coupled_fci = coupled_lattice.full_ci(4) - last.E0
for m in ['CEPA(0)', 'CCD'] + UNCUT:
    assert np.ptp(table[m]) < 1e-9
for m in CEPA:
    assert np.ptp(table[m]) > 1e-5
print(f'Dimers coupled by hopping {inner_hop}, U = 1 and 3; angle 0, 15, 30, 45 deg')
for m in methods:
    print(f'  {m:8s}' + ''.join(f'{x:11.6f}' for x in table[m]))
print(f'  full CI: {coupled_fci:.6f}')

# --- spin purity: the raising operator must annihilate a singlet
start = Doubles(coupled_lattice, canonical, 2)
leak = {}
for m in ['CCD'] + CEPA:
    wave = start.states @ start.solve(m)[1]
    leak[m] = np.linalg.norm(coupled_lattice.spin_raise @ wave)
assert leak['CCD'] < 1e-9 and leak['CEPA(1)'] < 1e-9
assert leak['CEPA(2)'] > 1e-6 and leak['CEPA(3)'] > 1e-6
print('Norm of S+ T2 Phi0 at 0 degrees (zero for a pure singlet):')
print('  ' + '  '.join(f'{m}: {x:.1e}' for m, x in leak.items()))
print('OK')
```

Printed output:

```
Energies in units of the hopping t; correlation energies unless stated
products in one quadruple coefficient: 18
largest error of the four quadratic diagrams: 1.5e-16
Two electrons, 4 sites, hoppings 1, 0.8, 1.1; U = 1, 1.2, 0.8, 1; V = 0.5
  CEPA(0): -0.055691
  CEPA(1): -0.053965
  CEPA(2): -0.053965
  CEPA(3): -0.053965
  CID: -0.053965   full CI: -0.074958
Single dimers, t = 1
  U = 1, K = 0.5: full CI = CEPA(1,2,3) = -0.061553, CEPA(0) = -0.062500
  U = 3, K = 1.5: full CI = CEPA(1,2,3) = -0.500000, CEPA(0) = -0.562500
Two uncoupled dimers, U = 1 and 3; mixing angle 0, 15, 30, 45 degrees
  CEPA(0)   -0.625000  -0.625000  -0.625000  -0.625000
  CCD       -0.561553  -0.561553  -0.561553  -0.561553
  CEPA(1)   -0.561553  -0.566598  -0.577106  -0.582576
  CEPA(2)   -0.561553  -0.574772  -0.595086  -0.602325
  CEPA(3)   -0.561553  -0.559369  -0.561164  -0.565120
  full CI: -0.561553   CID: -0.549510
  mean K^2: 1.2500 t^2
  CEPA(1) closed form at 45 degrees: -0.582576  error against full CI: -0.021023
  CEPA(2) closed form at 45 degrees: -0.602325  error against full CI: -0.040772
  CEPA(3) closed form at 45 degrees: -0.565120  error against full CI: -0.003567
  Opposite-spin pairs (11, 12, 22): pair energies, then shifts
   0 deg CEPA(1):  -0.06155   0.00000  -0.50000 |  -0.06155  -0.28078  -0.50000
   0 deg CEPA(2):  -0.06155   0.00000  -0.50000 |  -0.06155   0.00000  -0.50000
   0 deg CEPA(3):  -0.06155   0.00000  -0.50000 |  -0.06155  -0.56155  -0.50000
  45 deg CEPA(1):  -0.14564  -0.14564  -0.14564 |  -0.29129  -0.29129  -0.29129
  45 deg CEPA(2):  -0.15058  -0.15058  -0.15058 |  -0.15058  -0.15058  -0.15058
  45 deg CEPA(3):  -0.14128  -0.14128  -0.14128 |  -0.42384  -0.42384  -0.42384
Two identical uncoupled dimers, U = 3: energies at 0 and 45 degrees
  CEPA(1): -1.000000  -1.000000
  CEPA(2): -1.000000  -1.055385
  CEPA(3): -1.000000  -0.954260
Dimers coupled by hopping 0.4, U = 1 and 3; angle 0, 15, 30, 45 deg
  CEPA(0)   -0.597449  -0.597449  -0.597449  -0.597449
  CCD       -0.538509  -0.538509  -0.538509  -0.538509
  CEPA(1)   -0.558044  -0.551341  -0.541872  -0.538923
  CEPA(2)   -0.576287  -0.567074  -0.548094  -0.539341
  CEPA(3)   -0.541869  -0.537294  -0.536327  -0.538582
  uncut(1)  -0.538757  -0.538757  -0.538757  -0.538757
  uncut(2)  -0.539045  -0.539045  -0.539045  -0.539045
  uncut(3)  -0.538529  -0.538529  -0.538529  -0.538529
  full CI: -0.542204
Norm of S+ T2 Phi0 at 0 degrees (zero for a pure singlet):
  CCD: 1.0e-16  CEPA(1): 1.4e-16  CEPA(2): 8.5e-04  CEPA(3): 5.6e-04
OK
```
